# Chirality-split magnons and electronic spin splitting in a checkerboard altermagnet

## The model

A two-dimensional antiferromagnet has a square cell of side $a$, with an A site at each corner and a B site at each centre. Its spins, of length $S$, interact through

$$H=\sum_{\langle ij\rangle}J_{ij}\,\mathbf S_i\cdot\mathbf S_j ,$$

where each bond is counted once. There are three couplings:

- $J_1>0$ on the bonds from each A site to its four B neighbours at $\boldsymbol\delta=(\pm a/2,\pm a/2)$;
- $J_a\le 0$ on A–A bonds of length $a$ along $x$ and on B–B bonds of length $a$ along $y$;
- $J_b\le 0$ on A–A bonds along $y$ and on B–B bonds along $x$.

Spin-orbit coupling, anisotropy and dipolar forces are absent. Units have $\hbar=1$, so frequencies are energies. The reference state is the Néel state, with A spins along $+z$ and B spins along $-z$. Each antiferromagnetic bond then joins antiparallel spins and each ferromagnetic bond joins parallel ones. Every bond has its lowest classical energy, so this is a classical ground state.

Throughout, $u_x=1-\cos k_xa$ and $u_y=1-\cos k_ya$.

## Part (a)

**Question.** Derive the Hamiltonian of the spin waves to quadratic order in boson operators.

**Answer.** A boson counts one unit of deviation from the Néel state. To the order needed, the Holstein–Primakoff forms are

$$\text{A: } S^z=S-a^\dagger a,\quad S^+\simeq\sqrt{2S}\,a;\qquad \text{B: } S^z=-S+b^\dagger b,\quad S^+\simeq\sqrt{2S}\,b^\dagger ,$$

with $S^-=(S^+)^\dagger$. This is the leading order of an expansion in $1/S$; interactions between magnons are dropped.

Use $\mathbf S_i\cdot\mathbf S_j=S^z_iS^z_j+\tfrac12(S^+_iS^-_j+S^-_iS^+_j)$. On an A–A bond, with $n_i=a_i^\dagger a_i$,

$$\mathbf S_i\cdot\mathbf S_j\simeq S^2-S(n_i+n_j)+S(a_i^\dagger a_j+a_j^\dagger a_i).$$

A B–B bond gives the same with $b$ in place of $a$. On an A–B bond the product of the $z$ components is $-(S-n_i)(S-n_j)$, and both transverse terms create or remove a pair:

$$\mathbf S_i\cdot\mathbf S_j\simeq -S^2+S(n_i+n_j)+S(a_ib_j+a_i^\dagger b_j^\dagger).$$

For $N$ cells, set $a_{\mathbf r}=N^{-1/2}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}a_{\mathbf k}$, and likewise for $b$, where $\mathbf r$ is the true position of the site.

Each A site belongs to two A–A bonds along $x$, which gives $-2J_aS$ per boson. The hopping terms on these bonds sum to $2J_aS\cos(k_xa)\,a^\dagger_{\mathbf k}a_{\mathbf k}$. Together they give $-2J_aSu_x$. The $y$ bonds give $-2J_bSu_y$ in the same way. The four A–B bonds add $4J_1S$ per boson on either sublattice. Their pair terms follow from

$$\sum_{\mathbf r,\boldsymbol\delta}a_{\mathbf r}b_{\mathbf r+\boldsymbol\delta}=\sum_{\mathbf k}a_{\mathbf k}b_{-\mathbf k}\sum_{\boldsymbol\delta}e^{-i\mathbf k\cdot\boldsymbol\delta},\qquad \sum_{\boldsymbol\delta}e^{-i\mathbf k\cdot\boldsymbol\delta}=4\cos\frac{k_xa}{2}\cos\frac{k_ya}{2}.$$

The result is

$$H=E_{\rm cl}+\sum_{\mathbf k}\left[A_{\mathbf k}a^\dagger_{\mathbf k}a_{\mathbf k}+B_{\mathbf k}b^\dagger_{-\mathbf k}b_{-\mathbf k}+C_{\mathbf k}(a_{\mathbf k}b_{-\mathbf k}+a^\dagger_{\mathbf k}b^\dagger_{-\mathbf k})\right],$$

$$A_{\mathbf k}=4J_1S-2S(J_au_x+J_bu_y),$$
$$B_{\mathbf k}=4J_1S-2S(J_bu_x+J_au_y),$$
$$C_{\mathbf k}=4J_1S\cos\frac{k_xa}{2}\cos\frac{k_ya}{2}.$$

The label $-\mathbf k$ on the B bosons is allowed because $B_{\mathbf k}$ is even in $\mathbf k$.

## Part (b)

**Question.** Find the two magnon energies. State the spin and the sense of precession of each branch, and show that the energies are real.

**Answer.** The pair terms couple $a_{\mathbf k}$ to $b^\dagger_{-\mathbf k}$. Dropping the label $\mathbf k$ on the coefficients,

$$i\dot a_{\mathbf k}=[a_{\mathbf k},H]=A\,a_{\mathbf k}+C\,b^\dagger_{-\mathbf k},\qquad i\dot b^\dagger_{-\mathbf k}=[b^\dagger_{-\mathbf k},H]=-B\,b^\dagger_{-\mathbf k}-C\,a_{\mathbf k}.$$

The minus signs come from $[b^\dagger,b^\dagger b]=-b^\dagger$ and $[b^\dagger,b]=-1$. For a time dependence $e^{-i\nu t}$ the determinant condition is

$$(A-\nu)(B+\nu)=C^2\quad\Longrightarrow\quad \nu^2-(A-B)\nu-(AB-C^2)=0.$$

With $M=(A+B)/2$ and $\left(\tfrac{A-B}{2}\right)^2+AB=M^2$, the roots are

$$\nu_\pm=\frac{A-B}{2}\pm\Omega,\qquad \Omega=\sqrt{M^2-C^2}.$$

*Reality and stability.* Since $J_a,J_b\le0$, both $A$ and $B$ are at least $4J_1S$, while $|C|\le4J_1S$. Hence $AB\ge C^2$. Equality requires both cosines in $C$ to have unit magnitude, which in the first Brillouin zone happens only at $\mathbf k=0$. Elsewhere $M^2\ge AB>C^2$, so $\Omega$ is real. The product of the roots, $C^2-AB$, is negative, so one root is positive and one negative.

*Which root belongs to which operator.* Seek $\alpha_{\mathbf k}=u\,a_{\mathbf k}+v\,b^\dagger_{-\mathbf k}$ with $[\alpha_{\mathbf k},H]=\nu\alpha_{\mathbf k}$. The coefficient of $a_{\mathbf k}$ gives $uA-vC=\nu u$. For $\nu_+$, using $A-\nu_+=M-\Omega$,

$$\frac vu=\frac{M-\Omega}{C}=\frac{C}{M+\Omega},$$

which is smaller than one in magnitude. The choice $u^2-v^2=1$ is therefore possible, and $\alpha_{\mathbf k}$ is a boson annihilation operator with energy $\nu_+$. For $\nu_-$ the ratio is $(M+\Omega)/C$, larger than one in magnitude. The corresponding operator is a creation operator, $\beta^\dagger_{-\mathbf k}=u\,b^\dagger_{-\mathbf k}+v\,a_{\mathbf k}$, with the same $u$ and $v$ as before. A creation operator obeys $[\beta^\dagger,H]=-\omega_\beta\beta^\dagger$, so $\omega_\beta=-\nu_-$. The two modes are independent, because $[\alpha_{\mathbf k},\beta_{-\mathbf k}]=uv-vu=0$. Therefore

$$\boxed{\;\omega_\alpha=\Omega+\frac{A-B}{2},\qquad \omega_\beta=\Omega-\frac{A-B}{2}\;}$$

Both are even in $\mathbf k$, so they can be compared at the same wave vector. At $\mathbf k=0$ the transformation is singular, since $A=B=C$, and the energies are taken as limits, which are zero. These are the two Goldstone modes of the broken spin rotation symmetry, one in each branch.

*Spin.* The deviation of the total $S^z$ from its Néel value is the number of B bosons minus the number of A bosons. Both $a_{\mathbf k}$ and $b^\dagger_{-\mathbf k}$ raise it by one, and so does $\alpha_{\mathbf k}$. Creating an $\alpha$ magnon thus changes $S^z$ by $-1$. Creating a $\beta$ magnon changes it by $+1$.

*Chirality.* On both sublattices $S^x+iS^y=S^+$ is proportional to $a_{\mathbf k}$ or $b^\dagger_{-\mathbf k}$. In a classical wave of the $\alpha$ branch it varies as $e^{-i\omega_\alpha t}$, which is clockwise rotation seen from $+z$. In the $\beta$ branch it varies as $e^{+i\omega_\beta t}$, which is counterclockwise.

## Part (c)

**Question.** Find the energy difference between the two chiralities. Where does it vanish, where is it largest, and how does it behave for long waves?

**Answer.** The square root cancels in the difference:

$$\omega_\alpha-\omega_\beta=A-B=-2S\left[(J_a-J_b)u_x-(J_a-J_b)u_y\right]=-2S(J_a-J_b)(u_x-u_y).$$

Because $u_x-u_y=-(\cos k_xa-\cos k_ya)$,

$$\boxed{\;\omega_\alpha-\omega_\beta=2S(J_a-J_b)\,f_{\mathbf k},\qquad f_{\mathbf k}=\cos k_xa-\cos k_ya\;}$$

This is a d-wave form factor: it changes sign under a rotation by $90^\circ$ and is even under $k_x\to-k_x$. Within linear spin-wave theory for this model the proportionality is exact. The coupling $J_1$ drops out because it enters $A$ and $B$ equally, although it sets much of the mean energy $\Omega$. If $J_a=J_b$, the two sublattices have the same surroundings in every direction and the branches coincide.

The splitting vanishes on the lines $k_x=\pm k_y$. Its largest magnitude occurs where one cosine is $1$ and the other $-1$, at $(\pi/a,0)$ and $(0,\pi/a)$, and equals $4S|J_a-J_b|$.

For long waves, $u_x\simeq k_x^2a^2/2$ and $u_y\simeq k_y^2a^2/2$. With $k^2=k_x^2+k_y^2$,

$$M=4J_1S-S(J_a+J_b)(u_x+u_y)\simeq4J_1S-\tfrac12S(J_a+J_b)a^2k^2,$$
$$M^2\simeq16J_1^2S^2-4J_1S^2(J_a+J_b)a^2k^2,$$
$$C^2\simeq16J_1^2S^2\left(1-\tfrac14a^2k^2\right)=16J_1^2S^2-4J_1^2S^2a^2k^2.$$

Subtraction gives $\Omega\simeq vk$ with

$$v=2Sa\sqrt{J_1(J_1-J_a-J_b)} .$$

Since $f_{\mathbf k}\simeq-\tfrac12a^2(k_x^2-k_y^2)$, the splitting starts as

$$\omega_\alpha-\omega_\beta\simeq S(J_a-J_b)a^2(k_y^2-k_x^2).$$

It is quadratic in $k$ while the energies are linear, so the relative splitting disappears as $k\to0$.

The velocity also shows one way for the result to fail. If the same-sublattice couplings were antiferromagnetic with $J_a+J_b>J_1$, then $v^2$ would be negative and the Néel state would be unstable.

## Part (d)

**Question.** Electrons move on the same lattice with hopping amplitudes $-t_1$, $-t_a$, $-t_b$ on the bonds that carry $J_1$, $J_a$, $J_b$. The magnetic order acts on them as a staggered field: the site energy is $-\sigma\Delta$ on A and $+\sigma\Delta$ on B, with $\sigma=+1$ for spin up, $\sigma=-1$ for spin down and $\Delta>0$. Find the spin splitting of the lower band. In what sense does it share the magnon form factor?

**Answer.** For each spin the Bloch Hamiltonian is a $2\times2$ matrix with diagonal elements

$$-2t_a\cos k_xa-2t_b\cos k_ya-\sigma\Delta\quad\text{(A)},$$
$$-2t_b\cos k_xa-2t_a\cos k_ya+\sigma\Delta\quad\text{(B)},$$

and off-diagonal element $-g$, where $g=4t_1\cos\frac{k_xa}2\cos\frac{k_ya}2$. The mean of the diagonal elements is $\bar\varepsilon=-(t_a+t_b)(\cos k_xa+\cos k_ya)$, the same for both spins. Half their difference is $d-\sigma\Delta$, with

$$d=-(t_a-t_b)f_{\mathbf k}.$$

The bands are $\bar\varepsilon\pm R_\sigma$, where $R_\sigma=\sqrt{g^2+(d-\sigma\Delta)^2}$. In the lower band

$$E_\uparrow-E_\downarrow=R_\downarrow-R_\uparrow=\frac{R_\downarrow^2-R_\uparrow^2}{R_\uparrow+R_\downarrow}=\frac{(d+\Delta)^2-(d-\Delta)^2}{R_\uparrow+R_\downarrow},$$

so that

$$\boxed{\;E_\uparrow-E_\downarrow=\frac{4\Delta d}{R_\uparrow+R_\downarrow}=-\frac{4\Delta(t_a-t_b)}{R_\uparrow+R_\downarrow}\,f_{\mathbf k}\;}$$

The upper band has the opposite splitting.

The denominator is positive, since $R_\uparrow+R_\downarrow\ge|d-\Delta|+|d+\Delta|\ge2\Delta$. A rotation of $\mathbf k$ by $90^\circ$ leaves $g^2$ unchanged and turns $d$ into $-d$. This exchanges $R_\uparrow$ and $R_\downarrow$ and leaves their sum unchanged. The electronic splitting is therefore $f_{\mathbf k}$ times a function of fixed sign and full fourfold symmetry. For $t_a\ne t_b$ and $J_a\ne J_b$ the ratio of the two splittings away from the nodes is

$$\frac{E_\uparrow-E_\downarrow}{\omega_\alpha-\omega_\beta}=-\frac{2\Delta(t_a-t_b)}{S(J_a-J_b)(R_\uparrow+R_\downarrow)} .$$

Nodes and symmetry are shared, and so is the sign pattern up to one overall sign set by the parameters. The magnitudes are not strictly proportional, because $R_\uparrow+R_\downarrow$ depends on $\mathbf k$. When $\Delta$ is large compared with $|g|$ and $|d|$, the sum tends to $2\Delta$ and the splitting to $2d$, which is proportional to $f_{\mathbf k}$.

## Part (e)

**Question.** Which symmetry forces both splittings to vanish on the diagonals $k_x=\pm k_y$?

**Answer.** Rotate the lattice by $90^\circ$ about an A site and then shift it by $(a/2,a/2)$. This carries A sites to B sites and B sites to A sites. An A–A bond along $x$ becomes a B–B bond along $y$, and both carry $J_a$ and $t_a$. The other bonds match in the same way. The operation preserves all couplings but reverses the staggered order. A rotation of the spins by $180^\circ$ about $x$ restores the order and exchanges spin up with spin down. With $\mathcal R\mathbf k=(-k_y,k_x)$, the combined symmetry requires

$$\omega_\alpha(\mathcal R\mathbf k)=\omega_\beta(\mathbf k),\qquad E_\uparrow(\mathcal R\mathbf k)=E_\downarrow(\mathbf k).$$

Each splitting, called $s(\mathbf k)$, thus obeys $s(\mathcal R\mathbf k)=-s(\mathbf k)$. The mirror $x\to-x$ preserves each sublattice and every coupling, so $s(-k_x,k_y)=s(k_x,k_y)$. On the diagonal,

$$s(q,q)=-s(-q,q)=-s(q,q)=0,$$

and the mirror gives the same on the other diagonal.

Symmetry fixes only these diagonal nodes. That there are no others is a property of the short-range couplings of this model. For example, add an exchange $K\le0$ on A–A bonds of length $2a$ along $x$ and on B–B bonds of length $2a$ along $y$. This respects the same symmetry and adds $2SK(\cos2k_xa-\cos2k_ya)=4SK(\cos k_xa+\cos k_ya)f_{\mathbf k}$ to the magnon splitting. The splitting then also vanishes wherever $J_a-J_b+2K(\cos k_xa+\cos k_ya)=0$, a condition that has solutions off the diagonals when $4|K|>|J_a-J_b|$. The electronic splitting need not share those nodes.

The spin rotation is applied separately from the lattice rotation. Spin-orbit coupling would tie the two together, and this argument would then no longer apply as it stands.

## Part (f)

**Question.** Take the round model values $a=4$ Å, $S=1$, $J_1=0.020$ eV, $J_a=-0.006$ eV, $J_b=-0.002$ eV, $t_1=0.30$ eV, $t_a=0.12$ eV, $t_b=0.04$ eV and $\Delta=1$ eV. Evaluate both splittings at $X=(\pi/a,0)$ and $P=(2\pi/3a,0)$, and judge how nearly the electronic one follows $f_{\mathbf k}$.

**Answer.** At $P$, $u_x=1.5$, $u_y=0$ and $f=-1.5$. In eV,

$$A=0.080+2(0.006)(1.5)=0.098,\quad B=0.080+2(0.002)(1.5)=0.086,\quad C=0.080\times\tfrac12=0.040 .$$

Then $M=0.092$ eV and $\Omega=\sqrt{0.092^2-0.040^2}=0.0828$ eV. Adding and subtracting $(A-B)/2=0.006$ eV gives $\omega_\alpha=0.0888$ eV and $\omega_\beta=0.0768$ eV.

For the electrons at $P$, $d=-0.08\times(-1.5)=0.12$ eV and $g=1.2\times\tfrac12=0.60$ eV. These give $R_\uparrow=1.065$ eV and $R_\downarrow=1.271$ eV, so the splitting is $R_\downarrow-R_\uparrow=0.206$ eV.

At $X$ both $C$ and $g$ vanish because $\cos(\pi/2)=0$. The magnon energies are then simply $A$ and $B$. Since $\Delta>|d|$, the sum $R_\uparrow+R_\downarrow$ is $2\Delta$, and the electronic splitting takes its full value $2d=0.32$ eV.

| Point | $f$ | $\omega_\alpha$ (eV) | $\omega_\beta$ (eV) | $\omega_\alpha-\omega_\beta$ (eV) | $E_\uparrow-E_\downarrow$ (eV) |
|---|---|---|---|---|---|
| $X$ | $-2$ | 0.1040 | 0.0880 | 0.0160 | 0.320 |
| $P$ | $-1.5$ | 0.0888 | 0.0768 | 0.0120 | 0.206 |

At the points rotated by $90^\circ$ both splittings change sign; at $(2\pi/3a,2\pi/3a)$ both vanish. The largest magnon splitting, $4S|J_a-J_b|=0.016$ eV, corresponds to 3.87 THz. The long-wave velocity is $2\times4\sqrt{0.020\times0.028}=0.189$ eV Å.

From $X$ to $P$ the magnon splitting falls by the factor $0.75$, as $f$ does. The electronic splitting falls by the factor $0.64$. This is the same $0.75$ from $f$ times a further $0.86$, because A–B hopping is active at $P$ and raises $R_\uparrow+R_\downarrow$ from $2$ eV to $2.336$ eV. On the wave vectors of a torus of $6\times6$ cells, nodes excluded, the ratio of electronic to magnon splitting runs from 13.9 to 20.0.

A measure of likeness in shape is the normalised overlap $|\sum sf|/\sqrt{\sum s^2\sum f^2}$, summed over the Brillouin zone, with $s$ the electronic splitting. It is 0.997 for $\Delta=1$ eV. For $\Delta=10$ eV it differs from one by about $6\times10^{-7}$, and the splitting at $P$ is 0.2396 eV, within 0.2% of its limit $2d=0.24$ eV.

The numerical check obtains the magnon energies and their sense of rotation from linearised spin torques on 72 spins, and the electronic splitting from a real-space hopping matrix. The energies are those of linear spin-wave theory; for $S=1$ the neglected magnon interactions may shift them appreciably.

## Computed values

```
cell side a = 4.0 angstrom; spin S = 1
J1 = 0.020 eV, Ja = -0.006 eV, Jb = -0.002 eV
t1 = 0.30 eV, ta = 0.12 eV, tb = 0.04 eV
staggered field Delta = 1.0 eV
spins on the torus = 72
signed-frequency results, k in units of pi/a, energies in eV:
X: k = (1.0000, 0.0000), f = -2.0000
  w_alpha = 0.104000, w_beta = 0.088000
  magnon splitting = 0.016000
  electron splitting = 0.320000
Y: k = (0.0000, 1.0000), f = 2.0000
  w_alpha = 0.088000, w_beta = 0.104000
  magnon splitting = -0.016000
  electron splitting = -0.320000
P: k = (0.6667, 0.0000), f = -1.5000
  w_alpha = 0.088849, w_beta = 0.076849
  magnon splitting = 0.012000
  electron splitting = 0.205508
P rotated: k = (0.0000, 0.6667), f = 1.5000
  w_alpha = 0.076849, w_beta = 0.088849
  magnon splitting = -0.012000
  electron splitting = -0.205508
diagonal: k = (0.6667, 0.6667), f = 0.0000
  w_alpha = 0.102059, w_beta = 0.102059
  magnon splitting = 0.000000
  electron splitting = 0.000000
at P: A = 0.098000 eV, B = 0.086000 eV, C = 0.040000 eV
at P, boson sector with S^z = -1: 0.088849 eV
at P, boson sector with S^z = +1: 0.076849 eV
at P: d = 0.1200 eV, g = 0.6000 eV
at P: R_up = 1.065082 eV
at P: R_down = 1.270590 eV
at P: strong-field value 2d = 0.2400 eV
at P: electron splitting for Delta = 10 eV: 0.239569 eV
largest magnon splitting = 0.016000 eV
largest magnon splitting = 3.8688 THz
magnon velocity = 0.189315 eV angstrom
largest splitting with Ja = Jb below 1e-10 eV: True
electron/magnon splitting ratio: 13.8647 to 20.0000
overlap with f, Delta = 1 eV: 0.996910
1 - overlap with f, Delta = 10 eV: 6.02e-07
```
